\section*{Complex-potential multipoles for circular through-silicon vias approaching contact}

\section{Physical situation and assumptions}

A chip with copper vias cools after annealing. Copper tries to shrink more than silicon, so each via pulls on the silicon around it and on its neighbours. If the vias are far apart, their separate stress fields can be added. When the gap is small, each via also responds to the field of the others, by an amount that depends on the difference in elastic constants. For the copper pair treated below, adding the separate fields overstates the midpoint stress by 15\% at a gap of $0.1\,\mu$m. A multipole calculation of this response must state how many orders it needs.

Consider $N$ equal circular vias of radius $a$ and centres $z_j$, where $z=x+iy$. They are perfectly bonded, do not overlap, and lie in infinite isotropic silicon. Subscripts $c$ and $m$ denote copper and silicon; $\mu$ is the shear modulus, $\nu$ Poisson's ratio and $\kappa=3-4\nu$. Tension is positive. The section is deep inside the wafer, and its axial strain is that of freely expanding silicon.

Measured from that free expansion, the total axial strain is zero. For axial mismatch $\Delta\alpha\Delta T$, Hooke's law gives $\sigma_{zz}=\nu_c(\sigma_{xx}+\sigma_{yy})-E_c\Delta\alpha\Delta T$. Substitution into the in-plane strains leaves the stress-free in-plane strain
\begin{equation}
e=(1+\nu_c)\Delta\alpha\,\Delta T,\qquad \Delta\alpha=\alpha_c-\alpha_m .
\end{equation}

\section{Potentials from Hooke's law}

Let $U=u+iv$, $T=\sigma_{xx}+\sigma_{yy}$ and $D=\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}$. Since $\varepsilon_{xx}+\varepsilon_{yy}=2\operatorname{Re}\partial_zU$ and $\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}=2\partial_{\bar z}U$, plane-strain elasticity reads
\begin{equation}
T=\frac{4\mu}{\kappa-1}(2\operatorname{Re}\partial_zU-2e),\qquad D=4\mu\,\partial_{\bar z}U ,
\end{equation}
with $e=0$ in silicon. The two equilibrium equations combine into $\partial_zD+\partial_{\bar z}T=0$. Hence $4\mu\partial_zU+T$ is holomorphic. Name it $2(\kappa+1)\phi'+4\mu e$. Its real part, with $2\operatorname{Re}\partial_zU=2e+(\kappa-1)T/(4\mu)$, gives $T=4\operatorname{Re}\phi'$. Therefore
\begin{equation}
2\mu\,\partial_zU=\kappa\phi'-\overline{\phi'}+2\mu e .
\end{equation}
Integration over $z$ at fixed $\bar z$ leaves an arbitrary function of $\bar z$, written $-\overline{\psi}$:
\begin{align}
2\mu U&=\kappa\phi-z\overline{\phi'}-\overline{\psi}+2\mu e z,\\
\sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}&=2(\bar z\phi''+\psi').
\end{align}
The second line follows from $D=4\mu\partial_{\bar z}U$ and conjugation.

On an anticlockwise arc, the outward normal is $n=-i\,dz/ds$. The traction is
\begin{equation}
t_x+it_y=\tfrac12(Tn+D\bar n)=-i\frac{df}{ds},\qquad
f=\phi+z\overline{\phi'}+\overline{\psi}.
\end{equation}
Continuous traction thus means continuous $f$, apart from a constant on each rim. Also define $g=\kappa\phi-z\overline{\phi'}-\overline{\psi}$, so that $f+g=(\kappa+1)\phi$. In silicon $g=2\mu_mU$. A via carries no net force in the plane, so $f$ is single-valued around it; $g$ is single-valued because the displacement is. Then so are $\phi$ and $\psi$, and no logarithms enter.

\section{Outer expansion and elimination of the copper}

With $w_j=(z-z_j)/a$, Cauchy's formula splits a decaying holomorphic function outside the discs into one Laurent part per disc. We use
\begin{align}
\phi&=\sum_j\phi_j,& \phi_j&=\sum_{n=1}^{M}A_{jn}w_j^{-n},\\
\psi&=\sum_j(\psi_j-\bar z_j\phi_j'),& \psi_j&=\sum_{n=1}^{M+2}B_{jn}w_j^{-n}.
\end{align}
The shift $-\bar z_j\phi_j'$ turns $z\overline{\phi_j'}$ into $(z-z_j)\overline{\phi_j'}$ in $f$ and $g$, so a via's field is independent of the coordinate origin. On its own rim $w_j=\sigma=e^{i\theta}$, this term contains $-n\overline{A_{jn}}\sigma^{n+2}$. This is why $\psi_j$ has two more orders than $\phi_j$.

Now take one via and use its centre as local origin. Inside, let $\phi_c=\sum P_nw^n$. With $\Gamma=\mu_c/\mu_m$, displacement continuity gives $g_c=\Gamma g-2\mu_cea\sigma$, while $f_c=f$. Adding them gives
\begin{equation}
(\kappa_c+1)\phi_c=f+\Gamma g-2\mu_cea\sigma .
\end{equation}
The left side has no negative harmonics. Moreover,
\begin{equation}
\overline{\psi_c}=f-\phi_c-\sigma\overline{d\phi_c/dw}
\end{equation}
has no positive ones. The last term equals $\sum nP_n^*\sigma^{2-n}$, so its sole positive harmonic is $P_1^*\sigma$. Denoting harmonics by subscripts, we obtain
\begin{align}
(f+\Gamma g)_{-n}&=0, & n&\ge1,\label{neg}\\
\kappa_cf_n&=\Gamma g_n, & n&\ge2,\label{pos}\\
(\kappa_c+1)f_1&=2\operatorname{Re}(f_1+\Gamma g_1-2\mu_cea). &&\label{one}
\end{align}
The imaginary part of \eqref{one} states that the via carries no moment. Harmonic zero fixes the two inner constants, including the via's translation.

These are pointwise collocation conditions. At $2M+3$ equally spaced points, matching $f$ and displacement gives $4M+6$ complex equations per via. The outer coefficients number $2M+2$; the inner potentials have $M+2$ and $M$ nonconstant coefficients and two constants. The total is also $4M+6$. The discrete Fourier transform on these points is invertible and resolves harmonics $-M,\ldots,M+2$, so elimination loses no condition.

\section{What one rim does to an incoming field}

Let the field arriving from other vias have local expansions $\phi_{\rm in}=\sum p_nw^n$ and $\psi_{\rm in}=\sum q_nw^n$. The negative harmonics are
\begin{align}
f_{-n}&=A_n+(n+2)\bar p_{n+2}+\bar q_n,\\
g_{-n}&=\kappa_mA_n-(n+2)\bar p_{n+2}-\bar q_n.
\end{align}
Equation \eqref{neg} gives
\begin{equation}
A_n=-\Lambda_1[(n+2)\bar p_{n+2}+\bar q_n],\quad
\Lambda_1=\frac{1-\Gamma}{1+\Gamma\kappa_m}.\label{ref1}
\end{equation}
For $n\ge2$, put $b_n=\bar B_n-(n-2)\bar A_{n-2}$, with the last term absent at $n=2$. Then $f_n=p_n+b_n$ and $g_n=\kappa_mp_n-b_n$, so \eqref{pos} gives
\begin{equation}
b_n=\Lambda_2p_n,\qquad
\Lambda_2=\frac{\Gamma\kappa_m-\kappa_c}{\kappa_c+\Gamma}.\label{ref2}
\end{equation}
For $n=1$, $B_1$ is real, $f_1=2R+B_1$ with $R=\operatorname{Re}p_1$, and $\operatorname{Re}g_1=(\kappa_m-1)R-B_1$. Collecting terms in \eqref{one} yields
\begin{equation}
(\kappa_c-1+2\Gamma)B_1=-4\mu_cea+2R[\Gamma(\kappa_m-1)-(\kappa_c-1)].
\end{equation}
An isolated via has $R=0$ and $B_1=\sigma_0a$, where
\begin{equation}
\sigma_0=-\frac{4\mu_ce}{\kappa_c-1+2\Gamma}.
\end{equation}
Its outside stresses are $\sigma_{rr}=-\sigma_{\theta\theta}=\sigma_0a^2/r^2$. If both materials have the same elastic constants, $\Lambda_1$, $\Lambda_2$ and the bracket multiplying $R$ vanish. The isolated fields then superpose without correction.

For a distant pair, the neighbour supplies $\psi_{\rm in}=\sigma_0a/(w+d/a)$, up to the sign of $d$. Its linear coefficient is $q_1=-\sigma_0a(a/d)^2$. Thus, at leading order,
\begin{equation}
A_1\simeq\Lambda_1\sigma_0a(a/d)^2 .
\end{equation}
At $d=40a$, the computed coefficient divided by this formula is 0.99984.

\section{Convergence as the gap closes}

Let $s$ be the smallest centre spacing divided by $a$. Suppose every outgoing series continues analytically to $|w_j|>r$. The field arriving at a via is then analytic for $|w|<s-r$. Its coefficients decay at least as fast as $(s-r)^{-n}$, up to subexponential factors. Equations \eqref{ref1} and \eqref{ref2} multiply them by factors that grow no faster than $n^2$, so the outgoing series continues to the smaller radius
\begin{equation}
r'=\frac1{s-r}.
\end{equation}
Start with $r=1$, valid because the expansion holds outside the disc. For $s>2$ the iteration decreases to the smaller root of $r^2-sr+1=0$. Hence
\begin{equation}
\limsup_{n\to\infty}|A_{jn}|^{1/n}\le\rho=\frac{s-\sqrt{s^2-4}}2 .
\end{equation}
The argument uses the smallest spacing alone, so it applies to arrays as well as pairs. It bounds the exponential rate; it does not supply the prefactor.

Writing $\rho=e^{-\xi}$ gives $2\cosh\xi=s=2+h/a$ for edge-to-edge gap $h$. Expanding $\cosh\xi$ gives $\xi\simeq\sqrt{h/a}$ near contact. If the bound is nearly attained, a relative tolerance $\tau$ calls for roughly
\begin{equation}
M_\rho=\frac{\ln(1/\tau)}{\ln(1/\rho)}\label{estimate}
\end{equation}
orders. Near contact, dividing the gap by four doubles $M_\rho$.

\section{Implementation}

The unknown vector $x$ contains all $A_{jn}$ and $B_{jn}$. Because conjugates occur, the equations are linear in its real and imaginary parts, not in $x$ as a complex vector. At rim points write $f=Px+Q\bar x$ and $g=\kappa_mPx-Q\bar x$.

\begin{verbatim}
input: centres z[j], radius a, order M, elastic data
K = 2M+3; sigma[k] = exp(2 pi i k/K)
for each receiving via L:
  for each source via j:
    w = (z[L]-z[j])/a + sigma
    P for A[n]: w^(-n);  P for B[n]: 0
    Q for A[n]: -n*w*conj(w^(-n-1))
    Q for B[n]: conj(w^(-n))
  form f, g columns for Re(x) and Im(x)
  Fourier transform over the K points
  harmonics -M..-1:  f + Gamma*g = 0
  harmonic 1:        the real-linear equation
  harmonics 2..M+2:  kappa_c*f - Gamma*g = 0
stack real and imaginary rows; solve
evaluate stresses; raise M and compare
check displacement and traction BETWEEN points
\end{verbatim}

A remote equal tension $S$ adds $\phi_\infty=Sz/2$, hence $f_\infty=Sz$ and $g_\infty=(\kappa_m-1)Sz/2$. Move their known harmonics to the right side. A void has $\Gamma=0$; any formal $\kappa_c>1$ then enforces $f_n=0$, which is zero traction.

There are $q=4N(M+1)$ real unknowns. Dense storage takes $8q^2$ bytes in double precision, and elimination about $2q^3/3$ operations. Nine vias at $M=12$ give $q=468$ and a matrix of about 1.8 MB. Doubling either $N$ or, at large $M$, the order multiplies the solution time by about eight.

Scaling by $a$ matters for stability. On every rim $|w_j|\ge1$, so the inverse powers cannot overflow. Build them by repeated multiplication. Residuals at the collocation points are no measure of accuracy, since the solve makes them small even at low order; unresolved harmonics appear between the points. The method fails for overlapping discs, and the convergence bound gives no exponential decay at $s=2$. Other cross-sections need different rim relations.

\section{Worked example}

Take $a=2.5\,\mu$m and $\Delta T=-250$ K. Rough typical values are $E_c=120$ GPa, $\nu_c=0.34$, $\alpha_c=17$ ppm/K for copper and $E_m=160$ GPa, $\nu_m=0.22$, $\alpha_m=2.6$ ppm/K for silicon. Then $\mu_c=44.78$ GPa, $\Gamma=0.6828$ and $\kappa_c=1.64$. The misfit is
\begin{equation}
e=1.34(14.4\times10^{-6})(-250)=-4.824\times10^{-3},
\end{equation}
and
\begin{equation}
\sigma_0=\frac{4(44780)(4.824\times10^{-3})}{0.64+2(0.6828)}\ \text{MPa}\simeq431\ \text{MPa}.
\end{equation}
The reflection factors are $\Lambda_1=0.130$ and $\Lambda_2=-0.083$. For a void they are $1$ and $-1$.

In a $3\times3$ array at $10\,\mu$m pitch, the silicon midway between the centre via and its right neighbour has $(\sigma_{xx},\sigma_{yy})=(181.7,-182.3)$ MPa. Superposition gives $(182.0,-182.0)$ MPa. An isolated pair at the same spacing has $\sigma_{xx}=207.6$ MPa against 215.4 MPa from superposition, a reduction of 3.6\%. The small correction in the array is therefore not a measure of the pair interaction.

For this array at $M=12$, the corner, centre and right-edge vias were tested at four rim angles each. The largest displacement jump was $4.7\times10^{-9}$ of $|e|a$, and the largest traction jump $2.8\times10^{-7}$ of $\sigma_0$. Tractions came from finite differences of displacement and Hooke's law.

Next, copper pairs under cooling are compared with void pairs under 100 MPa remote tension. Radius, silicon properties and each load stay fixed as the gap changes. The required order is the first of two successive trial orders whose stresses differ from an order-160 result by less than $10^{-5}$ of its largest sampled component. Samples lie at the neck midpoint and at two points on the right rim. Trial orders become coarser as they rise, so these are not precise minima.

\begin{center}
\begin{tabular}{rrrrr}
gap ($\mu$m) & $\rho$ & $M_\rho$ & copper & void\\
5.0 & 0.268 & 9 & 9 & 8\\
1.6 & 0.458 & 15 & 14 & 12\\
0.4 & 0.672 & 29 & 24 & 28\\
0.1 & 0.819 & 58 & 36 & 56
\end{tabular}
\end{center}

At the two wide gaps copper needs slightly more orders than the voids; at the two narrow gaps it needs fewer. Between 0.4 and $0.1\,\mu$m the void order doubles, as the square-root law predicts, while the copper order grows by a factor 1.5. At a gap of $0.001\,\mu$m, $\rho=0.980$ and \eqref{estimate} gives about 580, yet copper needs only about 60: 56 on this trial grid, a count that can move by one trial step if the rim points are placed differently. The order-160 reference is still adequate here, since it agrees with order 600 to better than $10^{-8}$. A plausible reason is that repeated reflections from weakly contrasting copper carry little weight. This is a conjecture: the comparison changes both the contrast and the load.

The coefficients give a more direct measure. At the $0.4\,\mu$m gap, the mean decay factor per order of the $A_{jn}$ between windows centred on orders 20 and 40 is 0.649 for voids and 0.616 for copper, both below $\rho=0.672$. These are finite-window rates and include the prefactor. The $B_{jn}$ fall more slowly, at 0.669 for voids and 0.645 for copper, so for voids the bound is nearly attained. A $3\times3$ copper array with the same gap has neck-stress errors of $1.8\times10^{-3}$, $7.5\times10^{-5}$ and $2.7\times10^{-6}$ at orders 8, 16 and 24, relative to the largest sampled component at order 40. In this case many neighbours do not spoil convergence.

The neck stresses also differ. For copper, midpoint $\sigma_{xx}$ rises from 644 to 721 MPa as the gap falls from 0.4 to $0.1\,\mu$m, and reaches 754 MPa at $0.001\,\mu$m. For voids, $\sigma_{yy}$ divided by the remote tension rises from 5.6 to 12.2 over the first of these steps. A scaling estimate explains the trend. The ligament width is about $h+y^2/a$, so its compliance scales as $\int dy/(h+y^2/a)\propto\sqrt{a/h}$. A displacement mismatch of order $Sa/E_m$ then drives a force of order $S\sqrt{ah}$ and a stress of order $S\sqrt{a/h}$. This predicts a factor 2; the computed factor is 2.2.

\section{Use for real vias}

The diameter, pitch and cooling interval are in the range of fine-pitch copper vias, but the smallest gaps are numerical limits. With a $0.2\,\mu$m oxide liner on each via, liners touch at a copper-to-copper gap of $0.4\,\mu$m and would overlap below it. For an isolated via, such a liner ($E=70$ GPa, $\nu=0.17$, $\alpha=0.5$ ppm/K) lowers the outer field by 4.5\%.

The assumed axial strain suits a small group of vias in much silicon. In an extended array at $10\,\mu$m pitch, copper fills about a fifth of the section, and sharing the axial load would shift the common axial strain by roughly 18\% of the mismatch $\Delta\alpha\Delta T$. This estimate takes one via in a silicon cylinder with the same copper fraction, a free outer rim and no net axial force; it includes the in-plane stresses. That shift is left out here.

Purely elastic copper is a doubtful assumption. The isolated via has axial stress 725 MPa and von Mises stress $725-431=294$ MPa, which is 1.18 times a rough yield stress of 250 MPa. Plastic flow would change the result by an amount this model cannot give. Silicon is also anisotropic: replacing its shear modulus by rough cubic values of 51 and 80 GPa moves $\sigma_0$ to 361 and 491 MPa, about $-16\%$ and $+14\%$. This is a sensitivity estimate, not a bound. Rough mean expansion coefficients over the cooling interval change the misfit by $-0.7\%$.

Near the wafer surface the plane solution fails. For a single via, removing a uniform axial traction from a disc on a homogeneous half-space leaves an axial stress correction on the disc's axis that falls to 10\% of that traction at depth $9.3\,\mu$m. This gives the scale for a single via only. In the $3\times3$ array at $10\,\mu$m pitch the neighbours' corrections add, and on the central axis the same level is reached at more than twice that depth. The in-plane corrections are not computed here. Vias of this diameter are typically about $50\,\mu$m long, so in such an array little of the length is free of end effects, and transistors lie at the surface, where the plane result does not apply. Cracking, debonding and creep are left out. Given these uncertainties, a numerical tolerance of $10^{-5}$ serves to compare convergence; it does not express the accuracy of a device prediction. Further values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
via radius 2.5 um; temperature change -250 K
Cu: E 120 GPa, nu 0.34, alpha 17.0 ppm/K
Si: E 160 GPa, nu 0.22, alpha 2.6 ppm/K
shear moduli Cu, Si: 44.78, 65.57 GPa
kappa Cu, Si: 1.64, 2.12; modulus ratio 0.6828
in-plane misfit strain: -4.824 e-3
isolated-via stress sigma0: 430.8 MPa
reflection factors 1, 2: 0.1296, -0.0828
distant pair A1 computed/predicted: 0.999838-0.000000j
3x3 array: pitch 10.0 um, order 12
array midpoint (5.0, 0) um:
  sxx, syy: 181.74, -182.31 MPa
  superposed: 182.03, -182.03 MPa
rim jumps, displacement/traction: 4.7e-09, 2.8e-07
scaled equilibrium residual: 5.3e-06
remote tension on void pair: 100 MPa
scaled void rim traction: 5.2e-06
neck-stress tolerance: 1e-05 of maximum
gap um | rho | order Cu | order void
5.000 | 0.2679 | 9 | 8
1.600 | 0.4584 | 14 | 12
0.400 | 0.6721 | 24 | 28
0.100 | 0.8190 | 36 | 56
gap um | Cu sxx MPa | superposed MPa | void syy/remote
5.000 | 207.63 | 215.39 | 1.525
1.600 | 449.53 | 494.47 | 2.591
0.400 | 643.59 | 738.65 | 5.642
0.100 | 721.07 | 828.10 | 12.232
near contact: gap 0.001 um, rho 0.9802
  Cu order 56, neck sxx 754.04 MPa
decay test gap 0.4 um: rho 0.6721
  rates void, Cu pair, Cu array: 0.6488, 0.6163, 0.5876
close array relative errors, orders 8, 16, 24:
  1.84e-03, 7.48e-05, 2.75e-06
Cu axial stress 724.9 MPa; von Mises 294.2 MPa
rough Cu yield 250 MPa; ratio 1.18
Si shear range: 51-80 GPa
  sigma0 range: 360.6-491.1 MPa
oxide liner: 0.2 um, E 70 GPa, nu 0.17, alpha 0.5 ppm/K
  outer-field strength change: -4.5 %
mean alpha Cu, Si: 17.5, 3.2 ppm/K
  misfit change: -0.7 %
surface correction falls to 10 % at 9.3 um
\end{verbatim}
